\section*{The g tensor of a trigonally distorted d¹ ion: Ti³⁺ in corundum}

\section*{Problem}

A single $d$ electron sits in a strong octahedral field, so that only the $t_{2g}$ orbitals $yz$, $zx$, $xy$ matter. The octahedron is stretched or compressed along the threefold axis $\mathbf n=[111]$. This splits $t_{2g}$ into a singlet $a_1$ and a pair $e$, with
\begin{equation}
D=E(e)-E(a_1),\qquad x=\frac{D}{\zeta},
\end{equation}
where $\zeta>0$ is the spin--orbit constant in $\zeta\,\mathbf L\cdot\mathbf s$. Covalency is described by an orbital reduction factor $0\le k\le1$ in the magnetic moment operator
\begin{equation}
\mathbf M=k\mathbf L+2\mathbf s,\qquad H_Z=\mu_B\,\mathbf B\cdot\mathbf M ,
\end{equation}
with the spin $g$ factor set to 2. The moment itself is $-\mu_B\mathbf M$.

For a Kramers doublet, the component $M_a$ projected on the doublet has eigenvalues $\pm g_a/2$. This defines the magnitude of $g_a$ for a field along $a$; signs of $g$ are not followed.

\begin{enumerate}
\item[(a)] Find the three doublets and decide which is lowest for each sign of $x$.
\item[(b)] Find $g_\parallel$ and $g_\perp$ of the ground doublet as functions of $x$ and $k$.
\item[(c)] For Ti$^{3+}$ in corundum, whose site has a threefold axis, resonance gives roughly $g_\parallel\approx1.1$ and $g_\perp$ below about $0.1$. Which sign of $x$ is compatible with this, and what value of $k$ does it require?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Let $L_z=-i(x\partial_y-y\partial_x)$ act on $yz$ and $zx$, and compare with $l_z$ acting on the $p$ functions $x$ and $y$.
\item Quantize along $\mathbf n$. The sum of orbital and spin projections is conserved, so no matrix is larger than $2\times2$.
\item To order the levels, measure the two energies of the $2\times2$ block from the remaining one. Their product and sum suffice.
\item By how much can a transverse component of $\mathbf M$ change the total projection?
\item In (c), do not assume that $k$ is close to one.
\end{enumerate}

\section*{Solution}

\subsection*{The effective Hamiltonian}

Write $X=yz$, $Y=zx$, $Z=xy$. Direct differentiation gives
\begin{equation}
L_zX=-iY,\qquad L_zY=+iX,\qquad L_zZ=-i(x^2-y^2).
\end{equation}
The last function lies outside $t_{2g}$ and is dropped by the projection. For $p$ functions, $l_zx=iy$, $l_zy=-ix$, $l_zz=0$. The matrices differ by a sign, and cyclic permutation gives the other components. Hence, inside $t_{2g}$,
\begin{equation}
\mathbf L=-\mathbf l,\qquad l=1 .
\end{equation}

This is a vector relation, so it holds for components along and across $\mathbf n$. On real vectors $\mathbf n\cdot\mathbf l$ acts as $i\,\mathbf n\times$, so it annihilates $(X+Y+Z)/\sqrt3$, which is the $a_1$ orbital. Thus $a_1$ is $|0\rangle$, and the $e$ pair is $|\pm1\rangle$, labelled by the eigenvalue of $l_n$. Up to a constant,
\begin{equation}
H=D\,l_n^2-\zeta\,\mathbf l\cdot\mathbf s,\qquad \mathbf M=-k\mathbf l+2\mathbf s .
\label{H}
\end{equation}

\subsection*{(a) Levels and their order}

With
\begin{equation}
\mathbf l\cdot\mathbf s=l_ns_n+\tfrac12(l_+s_-+l_-s_+),\qquad l_\pm|0\rangle=\sqrt2\,|\pm1\rangle,
\end{equation}
$H$ conserves $m_j=m_l+m_s$. The state $|1\uparrow\rangle$ is alone at $m_j=3/2$, and its energy is
\begin{equation}
E_0=D-\frac{\zeta}{2}=\zeta\left(x-\tfrac12\right).
\end{equation}
At $m_j=1/2$ the basis is $|0\uparrow\rangle$, $|1\downarrow\rangle$. The second state has $l_ns_n=-1/2$, and the coupling element of $\mathbf l\cdot\mathbf s$ is $\sqrt2/2$. Therefore
\begin{equation}
H_{1/2}=\begin{pmatrix}0&-\zeta/\sqrt2\\-\zeta/\sqrt2&D+\zeta/2\end{pmatrix}.
\end{equation}
With $u=x+\frac12$, the characteristic equation and its roots are
\begin{equation}
E^2-\zeta uE-\frac{\zeta^2}{2}=0,\qquad E_\pm=\frac{\zeta}{2}(u\pm S),\qquad S=\sqrt{u^2+2}.
\label{E}
\end{equation}
Reversing all projections gives the same energies for negative $m_j$, so there are three doublets.

The product of $E_\pm-E_0$ is the characteristic polynomial at $E_0$:
\begin{align}
(E_+-E_0)(E_--E_0)&=\zeta^2\left[(x-\tfrac12)^2-(x+\tfrac12)(x-\tfrac12)-\tfrac12\right]\nonumber\\
&=\zeta^2\left[-(x-\tfrac12)-\tfrac12\right]=-x\zeta^2 .
\end{align}
Their sum is $\zeta u-2E_0=\zeta(\frac32-x)$. If $x<0$, product and sum are both positive, so both energies lie above $E_0$ and the $m_j=\pm3/2$ doublet is lowest. If $x>0$, the product is negative: one energy lies below $E_0$, and the ground doublet has $m_j=\pm1/2$. At $x=0$ the two meet in a quartet. Close to this point the sum is about $3\zeta/2$, so the small gap is about $\frac23|D|$. A $g$ tensor for the ground doublet alone requires $\mu_BB$ to be small against that gap.

\subsection*{(b) The g values for $x>0$}

Take the trial state
\begin{equation}
|+\rangle=\cos\theta\,|0\uparrow\rangle+\sin\theta\,|1\downarrow\rangle .
\end{equation}
Its energy is
\begin{align}
\langle H\rangle&=\zeta u\sin^2\theta-\sqrt2\,\zeta\sin\theta\cos\theta\nonumber\\
&=\frac{\zeta u}{2}-\frac{\zeta}{2}\left(u\cos2\theta+\sqrt2\sin2\theta\right).
\end{align}
The bracket is a scalar product of $(u,\sqrt2)$ with a unit vector. It is largest when the two are parallel, so the lower eigenstate has
\begin{equation}
\cos2\theta=\frac uS\equiv c,\qquad \sin2\theta=\frac{\sqrt2}{S}.
\end{equation}
Its partner is $|-\rangle=\cos\theta|0\downarrow\rangle+\sin\theta|{-1}\uparrow\rangle$.

Along the axis, $M_n=-kl_n+2s_n$ equals $1$ in $|0\uparrow\rangle$ and $-k-1$ in $|1\downarrow\rangle$. Hence
\begin{align}
g_\parallel&=2\left[\cos^2\theta-(1+k)\sin^2\theta\right]\nonumber\\
&=(1+c)-(1+k)(1-c)=(2+k)c-k .
\label{gpar}
\end{align}

A transverse component $M_x$ has no diagonal elements, because it changes $m_j$ by one. Here and below, subscripts $x,y$ on operators mean two perpendicular directions normal to $\mathbf n$. The spin part connects $|0\downarrow\rangle$ with $|0\uparrow\rangle$ and gives $\cos^2\theta$. The orbital part has two contributions, each with $l_x$ element $1/\sqrt2$. Thus
\begin{equation}
\langle+|M_x|-\rangle=\cos^2\theta-\sqrt2\,k\sin\theta\cos\theta=\frac{1+c}{2}-\frac kS,
\end{equation}
and, since $g_\perp$ is twice this element,
\begin{equation}
g_\perp=1+c-\frac{2k}{S}.
\label{gperp}
\end{equation}
Both expressions are positive for $x>0$ and $k\le1$. Indeed $c$ exceeds its value $1/3$ at $x=0$, which makes $g_\parallel>\frac23(1-k)$. Also $g_\perp=(S+u-2k)/S$, where $S+u>2$.

For $x\gg1$, $c\approx1-1/x^2$ and $1/S\approx1/x$, so
\begin{equation}
g_\parallel\approx2-\frac{2+k}{x^2},\qquad g_\perp\approx2-\frac{2k}{x}.
\end{equation}
The electron then occupies the orbital singlet, whose first-order orbital moment is zero. Spin--orbit admixture of $e$ lowers $g_\perp$ at first order in $1/x$, but $g_\parallel$ only at second order.

As $x\to0^+$, the limits are $g_\parallel\to\frac23(1-k)$ and $g_\perp\to\frac43(1-k)$. They describe the doublet selected by an infinitesimal distortion, not the quartet at $x=0$.

\subsection*{(b) The g values for $x<0$}

In $|1\uparrow\rangle$, $M_n=-k+1$, and in $|{-1}\downarrow\rangle$ it has the opposite value. A transverse component changes $m_j$ by one, whereas the partners differ by three. Therefore
\begin{equation}
g_\parallel=2(1-k),\qquad g_\perp=0\qquad(x<0),
\label{neg}
\end{equation}
independently of the size of $x$.

The zero does not depend on the axial form of \eqref{H}. A rotation $R$ by $2\pi/3$ about $\mathbf n$ permutes $X,Y,Z$ exactly as it permutes $x,y,z$, so it acts on $t_{2g}$ as $e^{-2\pi il_n/3}$ despite $\mathbf L=-\mathbf l$. Including spin, a state acquires $e^{-2\pi im_j/3}$, which is $-1$ for both $m_j=3/2$ and $m_j=-3/2$. The operators $M_\pm=M_x\pm iM_y$ acquire phases $e^{\mp2\pi i/3}$. For two states $a,b$ with eigenvalue $-1$,
\begin{equation}
\langle a|M_\pm|b\rangle=\langle a|R^\dagger(RM_\pm R^\dagger)R|b\rangle=e^{\mp2\pi i/3}\langle a|M_\pm|b\rangle ,
\end{equation}
so the element vanishes. Any Hamiltonian with the threefold axis keeps $g_\perp=0$ for a doublet of this type, including one that mixes in the upper $e_g$ orbitals.

Representative values for the ground doublet are:
\begin{center}
\begin{tabular}{rcccc}
& \multicolumn{2}{c}{$k=1$} & \multicolumn{2}{c}{$k=0.9$}\\
$x$ & $g_\parallel$ & $g_\perp$ & $g_\parallel$ & $g_\perp$\\
\hline
$-10$ & 0 & 0 & 0.200 & 0\\
$-0.2$ & 0 & 0 & 0.200 & 0\\
0.2 & 0.331 & 0.176 & 0.386 & 0.303\\
1 & 1.183 & 0.757 & 1.210 & 0.854\\
5 & 1.905 & 1.616 & 1.909 & 1.652\\
20 & 1.993 & 1.900 & 1.993 & 1.910
\end{tabular}
\end{center}

\subsection*{(c) Ti$^{3+}$ in corundum}

Could the $x>0$ doublet produce $g_\parallel=1.1$ with a small $g_\perp$? Equation \eqref{gpar} gives
\begin{equation}
k=\frac{2c-1.1}{1-c}.
\end{equation}
This increases with $c$, and $0\le k\le1$ restricts $c$ to $0.55\le c\le0.70$. Since $1-c^2=2/S^2$,
\begin{equation}
g_\perp=1+c-\sqrt2\,k\sqrt{1-c^2}\ \ge\ 1.55-\sqrt2\sqrt{1-0.55^2}\approx0.37 .
\end{equation}
The bound uses the least favourable value of each term separately. A numerical scan over $k$ finds the smallest $g_\perp$ to be 0.690, at $k=1$ and $x=0.886$. The $x>0$ doublet is therefore excluded within this model.

The $x<0$ doublet has the required $g_\perp$. Its parallel value then fixes
\begin{equation}
k=1-\frac{1.1}{2}=0.45 .
\end{equation}
Within $t_{2g}$, distortion alone does not explain the resonance: at $k=1$ the orbital and spin contributions to $M_n$ cancel and $g_\parallel$ vanishes too. The value 0.45 is an effective factor, and if the true $k$ is near one, its origin has to be sought outside the static $t_{2g}$ model. Variation 2 examines one mechanism.

\subsection*{A numerical case}

Take the round parameters $\zeta=100$, $D=-200$ (both in cm$^{-1}$) and $k=0.9$. They are not fitted to corundum. Then $x=-2$, $u=-1.5$, $S=\sqrt{4.25}=2.0616$, and in cm$^{-1}$
\begin{align}
E_0&=-200-50=-250,\nonumber\\
E_-&=50(-1.5-2.0616)=-178.08,\nonumber\\
E_+&=50(-1.5+2.0616)=28.08 .
\end{align}
The excited doublets lie 71.92 and 278.08 cm$^{-1}$ above the ground doublet. With $g_\parallel=0.2$ and $\mu_B=0.46686$ cm$^{-1}$/T, a field of 1 T along the axis splits the ground doublet by $0.2\times0.46686=0.0934$ cm$^{-1}$.

The same field across the axis gives only $9.1\times10^{-7}$ cm$^{-1}$. Three actions of $M_x$ are needed to pass from $m_j=3/2$ to $-3/2$, and the second-order shifts of the partners are equal by symmetry. The splitting should thus begin as $B^3$. Comparing 1 T with 2 T gives a power of 2.999.

Mixing with the upper $e_g$ orbitals can be gauged in the full $d$ shell, with a cubic splitting of 20000 cm$^{-1}$ and the trigonal field represented by $(D/3)L_n^2$. By the threefold symmetry, $a_1$ has $L_n=0$, while $|\pm1\rangle$ mixes $L_n=\pm1$ and $\mp2$; $\langle L_n\rangle=\mp1$ fixes the weights at $1/3$ and $2/3$, so $\langle L_n^2\rangle=3$. This operator thus reproduces $D$ inside $t_{2g}$, and it also couples $t_{2g}$ to $e_g$. The result is $g_\parallel=0.160$ instead of 0.200, with $g_\perp$ still zero to rounding. The shift is a fifth of the static value but small against the distance to 1.1. Part of it comes from spin--orbit coupling to $e_g$ and part from the trigonal $t_{2g}$--$e_g$ element. In a general trigonal field that element is a parameter independent of $D$. With its sign reversed, $g_\parallel$ rises slightly above 0.200 instead of falling, and its effect grows with its size.

\section*{Variation 1: a strained site}

\emph{A weak strain $\eta(l_x^2-l_y^2)$ removes the threefold axis. Find $g_\perp$ of the $x<0$ ground doublet to first order in $\eta$.}

Since $l_x^2-l_y^2=\frac12(l_+^2+l_-^2)$, the strain takes $|1\uparrow\rangle$ to $\eta|{-1}\uparrow\rangle$. The latter belongs to the $m_j=-1/2$ block, together with $|0\downarrow\rangle$. The first-order admixture $a|0\downarrow\rangle+b|{-1}\uparrow\rangle$ obeys $(E_0-H)(\ldots)=\eta|{-1}\uparrow\rangle$, or
\begin{align}
\left(D-\frac\zeta2\right)a+\frac{\zeta}{\sqrt2}\,b&=0,\\
\frac{\zeta}{\sqrt2}\,a-\zeta b&=\eta .
\end{align}
The first equation gives $b=-\sqrt2(D-\zeta/2)a/\zeta$. Inserting this in the second yields $\sqrt2\,Da=\eta$, so
\begin{equation}
a=\frac{\eta}{\sqrt2D},\qquad b=-\eta\left(\frac1\zeta-\frac1{2D}\right).
\end{equation}
The partner state is $|{-1}\downarrow\rangle+a|0\uparrow\rangle+b|1\downarrow\rangle$. The admixtures in the two partners contribute equally to the transverse element:
\begin{equation}
\langle M_x\rangle_{+-}=2\left(b-\frac{ka}{\sqrt2}\right)=-2\eta\left[\frac1\zeta-\frac{1-k}{2D}\right],
\end{equation}
and therefore
\begin{equation}
g_\perp=4|\eta|\left|\frac1\zeta-\frac{1-k}{2D}\right| .
\end{equation}
Both contributions raise $m_j$, so $M_y$ has an element of the same magnitude and $g_x=g_y$ at this order.

For the parameters above and $\eta=1$ cm$^{-1}$,
\begin{equation}
g_\perp=4\,(0.01+0.00025)=0.0410 .
\end{equation}
Diagonalization gives $g_x=0.0411$ and $g_y=0.0409$. In the static model, a strain of 1 cm$^{-1}$ thus turns a zero into a small value, below the bound of about $0.1$ quoted in (c). With the vibronic coupling of Variation 2 that brings $g_\parallel$ to about 1.1, the same strain gives roughly twice as much, which is close to that bound.

The strain $\eta(l_nl_x+l_xl_n)$ changes $m_j$ by one and admixes $m_j=1/2$ into $|1\uparrow\rangle$. It takes $|1\uparrow\rangle$ to $(\eta/\sqrt2)|0\uparrow\rangle$. The admixture $a'|0\uparrow\rangle+b'|1\downarrow\rangle$ obeys $(D-\zeta/2)a'+\zeta b'/\sqrt2=\eta/\sqrt2$ and $\zeta a'/\sqrt2-\zeta b'=0$, so $a'=\eta/(\sqrt2D)$ and $b'=\eta/(2D)$. No single action of $M_x$ connects the partners at first order in $\eta$, but $M_x$ now has diagonal elements $\pm2(b'-ka'/\sqrt2)=\pm\eta(1-k)/D$. Hence $g_x=2(1-k)|\eta/D|=g_\parallel|\eta/D|$: to first order this strain only tilts the axis by the angle $\eta/D$, since $D(l_n+\epsilon l_x)^2$ contains $D\epsilon(l_nl_x+l_xl_n)$. For $\eta=1$ cm$^{-1}$ this gives $0.2/200=0.001$, the value found by diagonalization.

\section*{Variation 2: dynamic Jahn--Teller reduction}

\emph{Couple $t_{2g}$ linearly to a doubly degenerate cubic $e$ vibration of quantum $\hbar\omega$. How does this change $g_\parallel$ for $x<0$?}

Use dimensionless coordinates, with oscillator energy $\frac12\hbar\omega(P^2+Q^2)$ for each mode. Let the orbitals $X,Y,Z$ feel the potentials $\hbar\omega V\,\mathbf v_i\cdot\mathbf Q$, where the unit vectors $\mathbf v_i$ lie at $120^\circ$ to one another. Completing the square puts the minima at $-V\mathbf v_i$, with depth
\begin{equation}
E_{JT}=\tfrac12V^2\hbar\omega .
\end{equation}
Two minima are $d=\sqrt3\,V$ apart. Vibrational ground states $\propto e^{-Q^2/2}$ displaced by $d$ have overlap $e^{-d^2/4}$, so
\begin{equation}
\gamma=e^{-3V^2/4}=\exp\left(-\frac{3E_{JT}}{2\hbar\omega}\right).
\end{equation}

When $|D|,\zeta\ll\hbar\omega$, the electronic terms may be projected on these three vibrational ground states. Elements between different real orbitals are multiplied by $\gamma$. All components of $\mathbf l$ are of this kind. So is the trigonal term apart from a constant, because $l_n^2=1-|a_1\rangle\langle a_1|$ has equal diagonal elements $2/3$. Thus $D$, $\zeta$ and $k$ are all multiplied by $\gamma$. The ratio $x$, and with it the order of the levels, is unchanged, and
\begin{equation}
g_\parallel\approx2(1-k\gamma),\qquad g_\perp=0 .
\label{ham}
\end{equation}
The coupling respects the threefold axis when orbitals, spin and vibration are rotated together, so the symmetry argument for $g_\perp$ still applies.

For $k=0.9$, the effective value 0.45 requires $\gamma=0.5$. By the formula for $\gamma$ this means $E_{JT}=\frac23\hbar\omega\ln2\approx0.46\,\hbar\omega$, or about 92 cm$^{-1}$ for $\hbar\omega=200$ cm$^{-1}$. With $D=-200$ cm$^{-1}$, however, $|D|$ equals $\hbar\omega$ and the projection is not justified. Diagonalization of the vibronic Hamiltonian with the same $\zeta$, $D$ and $k$ gives:
\begin{center}
\begin{tabular}{rccc}
$E_{JT}$ (cm$^{-1}$) & $\gamma$ & $g_\parallel$ & $2(1-k\gamma)$\\
\hline
0 & 1.000 & 0.2000 & 0.200\\
50 & 0.687 & 0.4545 & 0.763\\
100 & 0.472 & 0.7029 & 1.150\\
150 & 0.325 & 0.9386 & 1.416\\
200 & 0.223 & 1.1540 & 1.598
\end{tabular}
\end{center}
The calculated $g_\parallel$ passes 1.1 between 150 and 200 cm$^{-1}$, well above the first-order estimate, while $g_\perp$ stays zero to rounding. When $\zeta$ and $D$ are reduced to 0.2 and $-0.4$ cm$^{-1}$ at $E_{JT}=100$ cm$^{-1}$, diagonalization gives 1.1485 against 1.1497 from \eqref{ham}. The formula is thus recovered in its own regime.

The first excitation energy falls from 71.9 to 21.7 cm$^{-1}$ as $E_{JT}$ rises from 0 to 200 cm$^{-1}$. At $E_{JT}=0$, the second listed gap is 200 cm$^{-1}$ rather than the static 278 cm$^{-1}$, because one vibrational quantum above the ground doublet lies below the third electronic doublet.

These results show that vibronic coupling can produce the observed pattern without a small covalency factor. They do not determine the parameters of corundum: the model has one vibration frequency, linear coupling and round input values. The complete set of values is in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Ground doublet g values versus x = D/zeta (dimensionless)
     x  m_j | k=1.0: g_par g_perp | k=0.9: g_par g_perp
 -10.0  3/2 |        0.0000 0.0000 |        0.2000 0.0000
  -5.0  3/2 |        0.0000 0.0000 |        0.2000 0.0000
  -2.0  3/2 |        0.0000 0.0000 |        0.2000 0.0000
  -1.0  3/2 |        0.0000 0.0000 |        0.2000 0.0000
  -0.2  3/2 |        0.0000 0.0000 |        0.2000 0.0000
   0.2  1/2 |        0.3308 0.1762 |        0.3865 0.3029
   0.5  1/2 |        0.7321 0.4226 |        0.7743 0.5381
   1.0  1/2 |        1.1828 0.7575 |        1.2101 0.8545
   2.0  1/2 |        1.6112 1.1741 |        1.6241 1.2437
   5.0  1/2 |        1.9055 1.6163 |        1.9086 1.6515
  10.0  1/2 |        1.9732 1.8023 |        1.9740 1.8212
  20.0  1/2 |        1.9929 1.9003 |        1.9931 1.9100
Rough observed g_par used as target: 1.1
x>0 branch at that g_par: smallest g_perp = 0.690 (k = 1.00, x = 0.886)
x<0 branch at that g_par: effective k = 0.45
Model: zeta = 100 cm^-1, D = -200 cm^-1, k = 0.9
Static doublet energies: -250.00, -178.08, 28.08 cm^-1
Static excitation energies: 71.92, 278.08 cm^-1
Static g_par = 0.2000, g_perp = 3.1e-15
Bohr magneton = 0.46686 cm^-1/T
Splitting at 1 T, field along axis: 0.09337 cm^-1
Splitting at 1 T, transverse field: 9.13e-07 cm^-1
Power of field in transverse splitting: 2.999
Strain eta = 1 cm^-1: g_x = 0.04107, g_y = 0.04090, formula 0.04100
Other strain pattern, same eta: g_perp = 1.0e-03
Full d shell, cubic splitting 20000 cm^-1: g_par = 0.1603, g_perp = 3.8e-14
Weak-term check at E_JT = 100 cm^-1: gamma = 0.4724, g_par = 1.1485, formula 1.1497
Vibronic model, vibration quantum 200 cm^-1, same zeta, D, k
E_JT/cm^-1  gamma   g_par  first-order g_par  g_perp   gaps/cm^-1
       0   1.0000  0.2000      0.2000         6e-16    71.92  200.00
      50   0.6873  0.4545      0.7629         1e-15    53.51  139.26
     100   0.4724  0.7029      1.1497         8e-15    40.14  101.56
     150   0.3247  0.9386      1.4156         3e-15    29.79   74.45
     200   0.2231  1.1540      1.5984         2e-14    21.70   54.16
Change of last g_par from 9 to 12 quanta: 1.2e-06
\end{verbatim}
